# Current Control and the Three Uniform States of a Threshold Switch: verification in Python

```python
"""Uniform thermal switching of an Arrhenius conductor with linear cooling.

Result under test: G(T)=G0 exp(-theta/T), heat loss (T-T0)/R.
Each current I gives one steady temperature, and I rises with T.
Voltage V gives three states between two folds if theta > 4 T0.
theta = activation energy / Boltzmann constant; u = theta (T-T0)/T^2.
Internal units are SI, with energies in eV and temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

KB = const.k / const.e
BARRIER = 0.06
T0 = 77.0
SIGMA0 = 2.0e4
THICKNESS = 1.0e-6
SIDE = 5.0e-6
RTH = 4.0e4
AREA = SIDE**2
G0 = SIGMA0 * AREA / THICKNESS
THETA = BARRIER / KB
V_TEST = 0.295
I_TEST = 0.020
EPS_R = 25.0
KAPPA = 1.0
R_ELECTRODE = 5.0


def conductance(temp):
    return G0 * np.exp(-THETA / temp)


def net_heat(temp, drive, mode, bath=T0):
    g = conductance(temp)
    joule = drive**2 * g if mode == "voltage" else drive**2 / g
    return joule - (temp - bath) / RTH


EXCESS_GRID = np.geomspace(1e-8, 1e5, 100001)


def steady_states(drive, mode, bath=T0):
    """Find all sign changes of the heat balance on a wide grid."""
    temp = bath + EXCESS_GRID
    sign = np.sign(net_heat(temp, drive, mode, bath))
    places = np.flatnonzero(sign[1:] != sign[:-1])
    return [brentq(net_heat, temp[j], temp[j + 1],
                   args=(drive, mode, bath), xtol=1e-11) for j in places]


def excess_at_current(current):
    """Solve the current-driven heat balance for log(T-T0)."""
    def mismatch(x):
        g = conductance(T0 + np.exp(x))
        return x - np.log(current**2 * RTH / g)
    return np.exp(brentq(mismatch, -40, 12, xtol=1e-13))


def turning_indices(values):
    sign = np.sign(np.diff(values))
    return np.flatnonzero(sign[1:] != sign[:-1]) + 1


# Derived fold temperatures and voltages.
s = np.sqrt(1 - 4 * T0 / THETA)
T_threshold = THETA * (1 - s) / 2
T_hold = THETA * (1 + s) / 2
V_threshold, V_hold = [np.sqrt((t - T0) / (RTH * conductance(t)))
                       for t in (T_threshold, T_hold)]

# Independent root counts on both sides of each predicted fold.
for voltage, expected in [(0.998 * V_hold, 1), (1.002 * V_hold, 3),
                          (0.998 * V_threshold, 3),
                          (1.002 * V_threshold, 1)]:
    assert len(steady_states(voltage, "voltage")) == expected
for current in np.geomspace(1e-6, 0.1, 60):
    assert len(steady_states(current, "current")) == 1

# Three states require a bath colder than theta/4.
for fraction, expected in [(0.95, 3), (1.02, 1)]:
    bath = fraction * THETA / 4
    center = np.sqrt((THETA / 2 - bath) / (RTH * conductance(THETA / 2)))
    counts = [len(steady_states(center * np.exp(y), "voltage", bath))
              for y in np.linspace(-0.2, 0.2, 161)]
    assert max(counts) == expected

# Sweep current, solving each heat balance separately.
currents = np.geomspace(1e-6, 0.1, 6000)
excess = np.array([excess_at_current(i) for i in currents])
temps = T0 + excess
voltages = currents / conductance(temps)
u = THETA * excess / temps**2
assert np.all(np.diff(temps) > 0)
slope_log_i = np.gradient(np.log(currents), excess)
slope_formula = 0.5 * (1 / excess + THETA / temps**2)
assert np.allclose(slope_log_i[2:-2], slope_formula[2:-2], rtol=1e-4)
turns = turning_indices(voltages)
assert len(turns) == 2
assert np.allclose(voltages[turns], [V_threshold, V_hold], rtol=1e-5)
assert np.allclose(temps[turns], [T_threshold, T_hold], rtol=5e-3)
window_formula = np.exp(2 * s / (1 - s**2) - 2 * np.arctanh(s))
assert np.isclose(voltages[turns[0]] / voltages[turns[1]],
                  window_formula, rtol=2e-5)

# Differential resistance and the effect of a series resistor.
dv_di = np.gradient(voltages, currents)
dv_di_formula = voltages / currents * (1 - u) / (1 + u)
error = np.abs(dv_di - dv_di_formula) / (voltages / currents)
assert np.max(error[2:-2]) < 1e-4
R_critical = -np.min(dv_di[2:-2])
assert len(turning_indices(voltages + 0.98 * R_critical * currents)) == 2
assert len(turning_indices(voltages + 1.02 * R_critical * currents)) == 0
source_voltage = voltages + R_ELECTRODE * currents
source_turns = turning_indices(source_voltage)
assert len(source_turns) == 2

# States at the example voltage and their uniform feedback rates.
states = np.array(steady_states(V_TEST, "voltage"))
assert len(states) == 3
state_currents = V_TEST * conductance(states)
rates_v, rates_i = [], []
for temp, current in zip(states, state_currents):
    unique = steady_states(current, "current")
    assert len(unique) == 1 and np.isclose(unique[0], temp, rtol=1e-8)
    h = 1e-3
    rv, ri = [RTH * (net_heat(temp + h, drive, mode)
              - net_heat(temp - h, drive, mode)) / (2 * h)
              for drive, mode in [(V_TEST, "voltage"),
                                  (current, "current")]]
    local_u = THETA * (temp - T0) / temp**2
    assert np.allclose([rv, ri], [local_u - 1, -local_u - 1], atol=1e-5)
    rates_v.append(rv)
    rates_i.append(ri)
assert rates_v[0] < 0 < rates_v[1] and rates_v[2] < 0
assert max(rates_i) < 0


def half_heats(pair, current, lateral=0.0):
    """Net heating of two equal halves with fixed total current."""
    pair = np.asarray(pair)
    half_g = conductance(pair) / 2
    voltage = current / half_g.sum()
    exchange = lateral * (pair - pair[::-1])
    return voltage**2 * half_g - (pair - T0) / (2 * RTH) - exchange


def half_rates(pair, current, lateral=0.0):
    """Growth rates in units of the inverse thermal time."""
    jac = np.empty((2, 2))
    for j in range(2):
        step = np.zeros(2)
        step[j] = 1e-3
        jac[:, j] = (half_heats(pair + step, current, lateral)
                     - half_heats(pair - step, current, lateral)) / 2e-3
    return np.sort(np.linalg.eigvals(2 * RTH * jac).real)


mixed = np.array([states[0], states[2]])
I_mixed = V_TEST * conductance(mixed).mean()
T_uniform = T0 + excess_at_current(I_mixed)
V_uniform = I_mixed / conductance(T_uniform)
mixed_rates = half_rates(mixed, I_mixed)
uniform_rates = half_rates(np.full(2, T_uniform), I_mixed)
assert np.max(np.abs(half_heats(mixed, I_mixed))) < 1e-11
assert np.max(mixed_rates) < 0
assert uniform_rates[0] < 0 < uniform_rates[1]

# Lateral heat flow needed at the strongest feedback, T=2 T0.
peak = np.argmax(u)
assert np.isclose(temps[peak], 2 * T0, rtol=5e-3)
lateral_needed = (u[peak] - 1) / (4 * RTH)
peak_pair = np.full(2, temps[peak])
assert half_rates(peak_pair, currents[peak], 0.98 * lateral_needed)[1] > 0
assert half_rates(peak_pair, currents[peak], 1.02 * lateral_needed)[1] < 0
lateral_film = KAPPA * SIDE * THICKNESS / (SIDE / 2)


def extended_curve(prefactor_power=0, field_lowering=False):
    """Solve V at each T with an optional altered conductance law."""
    dt = np.geomspace(1e-2, 2000, 2500)
    result = []
    for delta in dt:
        temp = T0 + delta

        def mismatch(log_v):
            v = np.exp(log_v)
            lowering = 0.0
            if field_lowering:
                lowering = np.sqrt(const.e * v / THICKNESS
                                   / (np.pi * const.epsilon_0 * EPS_R))
            log_g = (np.log(G0) + prefactor_power * np.log(300 / temp)
                     - (BARRIER - lowering) / (KB * temp))
            return 2 * log_v + log_g - np.log(delta / RTH)
        result.append(np.exp(brentq(mismatch, np.log(1e-8), np.log(5),
                                    xtol=1e-12)))
    volts = np.array(result)
    amps = dt / (RTH * volts)
    assert np.all(np.diff(amps) > 0)
    found = turning_indices(volts)
    assert len(found) == 2
    return volts[found]


base_folds = extended_curve()
assert np.allclose(base_folds, [V_threshold, V_hold], rtol=1e-4)
field_folds = extended_curve(field_lowering=True)
power_folds = extended_curve(prefactor_power=1)
lowering_at_threshold = np.sqrt(const.e * V_threshold / THICKNESS
                                / (np.pi * const.epsilon_0 * EPS_R))
profile_fraction = THICKNESS / (8 * KAPPA * AREA * RTH)
hot_power = V_TEST * state_currents[2]
radiation_fraction = (2 * AREA * const.sigma
                      * (states[2]**4 - T0**4) / hot_power)
T_current = T0 + excess_at_current(I_TEST)
V_current = I_TEST / conductance(T_current)


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}g} {unit}")


show("activation energy", BARRIER, "eV")
show("bath temperature", T0, "K")
show("conductivity prefactor", SIGMA0 / 100, "S/cm")
show("film thickness", THICKNESS * 1e9, "nm")
show("device side", SIDE * 1e9, "nm")
show("thermal resistance", RTH / 1000, "K/mW")
show("conductance prefactor", G0, "S")
show("theta", THETA, "K")
show("largest bath temperature for folds, theta/4", THETA / 4, "K")
show("fold parameter s", s, "(no unit)")
show("threshold temperature", T_threshold, "K")
show("hold temperature", T_hold, "K")
show("threshold voltage", V_threshold, "V")
show("hold voltage", V_hold, "V")
show("threshold/hold voltage ratio", window_formula, "(no unit)")
show("test voltage", V_TEST, "V")
for name, temp, amp, rv, ri in zip(("cold", "middle", "hot"), states,
                                 state_currents, rates_v, rates_i):
    print(f"{name} state: T={temp:.2f} K, I={amp * 1000:.5g} mA, "
          f"power={V_TEST * amp * 1000:.4g} mW")
    print(f"{name} rates x thermal time: fixed V {rv:.4f}, "
          f"fixed I {ri:.4f} (no unit)")
show("test current", I_TEST * 1000, "mA")
show("unique temperature at test current", T_current, "K")
show("voltage at test current", V_current, "V")
show("series resistance that removes folds", R_critical, "ohm", 4)
show("two-half total current", I_mixed * 1000, "mA")
show("uniform temperature at that current", T_uniform, "K")
show("uniform voltage at that current", V_uniform, "V")
print("two-half uniform rates x thermal time: "
      f"{uniform_rates[0]:.4f}, {uniform_rates[1]:.4f} (no unit)")
print("cold-hot pair rates x thermal time: "
      f"{mixed_rates[0]:.4f}, {mixed_rates[1]:.4f} (no unit)")
show("largest lateral conductance needed", lateral_needed * 1e6, "uW/K", 4)
show("rough film lateral conductance", lateral_film * 1e6, "uW/K", 3)
show("rough relative permittivity", EPS_R, "(no unit)")
show("rough film thermal conductivity", KAPPA, "W/(m K)")
show("field at threshold", V_threshold / THICKNESS / 1e8, "MV/cm", 3)
show("Poole-Frenkel lowering there", lowering_at_threshold, "eV", 3)
show("threshold with Poole-Frenkel lowering", field_folds[0], "V", 4)
show("hold with Poole-Frenkel lowering", field_folds[1], "V", 4)
show("threshold with prefactor times 300 K/T", power_folds[0], "V", 4)
show("hold with prefactor times 300 K/T", power_folds[1], "V", 4)
show("assumed electrode resistance", R_ELECTRODE, "ohm")
show("source threshold with electrodes",
     source_voltage[source_turns[0]], "V", 4)
show("source hold with electrodes",
     source_voltage[source_turns[1]], "V", 4)
show("internal temperature rise / mean rise",
     100 * profile_fraction, "%", 3)
show("black-body loss / hot-state power",
     100 * radiation_fraction, "%", 2)
print("tests ok")
```

It prints:

```
activation energy: 0.06 eV
bath temperature: 77 K
conductivity prefactor: 200 S/cm
film thickness: 1000 nm
device side: 5000 nm
thermal resistance: 40 K/mW
conductance prefactor: 0.5 S
theta: 696.27 K
largest bath temperature for folds, theta/4: 174.07 K
fold parameter s: 0.74676 (no unit)
threshold temperature: 88.163 K
hold temperature: 608.11 K
threshold voltage: 1.2255 V
hold voltage: 0.28887 V
threshold/hold voltage ratio: 4.2423 (no unit)
test voltage: 0.295 V
cold state: T=77.21 K, I=0.017882 mA, power=0.005275 mW
cold rates x thermal time: fixed V -0.9754, fixed I -1.0246 (no unit)
middle state: T=459.62 K, I=32.425 mA, power=9.565 mW
middle rates x thermal time: fixed V 0.2611, fixed I -2.2611 (no unit)
hot state: T=826.78 K, I=63.541 mA, power=18.74 mW
hot rates x thermal time: fixed V -0.2363, fixed I -1.7637 (no unit)
test current: 20 mA
unique temperature at test current: 334.13 K
voltage at test current: 0.32141 V
series resistance that removes folds: 507.3 ohm
two-half total current: 31.779 mA
uniform temperature at that current: 452.89 K
uniform voltage at that current: 0.2957 V
two-half uniform rates x thermal time: -2.2760, 0.2760 (no unit)
cold-hot pair rates x thermal time: -1.7633, -0.9753 (no unit)
largest lateral conductance needed: 7.879 uW/K
rough film lateral conductance: 2 uW/K
rough relative permittivity: 25 (no unit)
rough film thermal conductivity: 1 W/(m K)
field at threshold: 0.0123 MV/cm
Poole-Frenkel lowering there: 0.0168 eV
threshold with Poole-Frenkel lowering: 0.5809 V
hold with Poole-Frenkel lowering: 0.2664 V
threshold with prefactor times 300 K/T: 0.6684 V
hold with prefactor times 300 K/T: 0.337 V
assumed electrode resistance: 5 ohm
source threshold with electrodes: 1.227 V
source hold with electrodes: 0.4196 V
internal temperature rise / mean rise: 12.5 %
black-body loss / hot-state power: 0.0071 %
tests ok
```
